# First-Order Hyperfine Splitting and Turning Points for Noncoincident g and A

A paramagnetic centre at a site of low symmetry has an anisotropic Zeeman interaction and an anisotropic hyperfine interaction, and nothing need align the principal axes of the two. In a powder, the visible features of the continuous-wave spectrum come from orientations at which the resonance field is stationary. If these turning points lie on the principal axes of g, the features give, to first order in the hyperfine interaction, the principal g values and the splittings along those axes. With noncoincident axes two questions arise: what is the splitting for a given field direction, and where are the turning points?

## Hamiltonian and assumptions

Consider one electron spin $S=1/2$ coupled to one nuclear spin $I$. Energies are expressed as frequencies, so $\mu_B$ below means the Bohr magneton divided by Planck's constant. The field is $B\mathbf n$ with $|\mathbf n|=1$, and

$$H=\mu_B B\,\mathbf n^{T}g\,\mathbf S+\mathbf S^{T}A\,\mathbf I. \tag{1}$$

The first index of $g$ belongs to the field and the second to the electron spin; the first index of $A$ belongs to the electron spin and the second to the nucleus. This ordering fixes every transpose that follows. Both matrices are real and invertible, and neither need be symmetric yet. The nuclear Zeeman and quadrupole terms are taken to be negligible against the hyperfine splitting, and the hyperfine energy is small against the electron Zeeman energy.

## The splitting as a mapped direction

In the Zeeman term, the vector multiplying $\mathbf S$ is $\mu_B B\,g^T\mathbf n$. Separate its length from its direction:

$$g(\mathbf n)=|g^T\mathbf n|,\qquad \mathbf u=\frac{g^T\mathbf n}{g(\mathbf n)}. \tag{2}$$

The Zeeman term is then $\mu_B B\,g(\mathbf n)\,\mathbf u\cdot\mathbf S$. The electron spin is quantized along $\mathbf u$, which differs from $\mathbf n$ unless $\mathbf n$ is an eigenvector of $g^T$ with positive eigenvalue. The unperturbed levels are $m_S g\mu_BB$ with $m_S=\pm1/2$, each $(2I+1)$-fold degenerate.

First-order degenerate perturbation theory requires the hyperfine term inside each manifold. The components of $\mathbf S$ perpendicular to $\mathbf u$ change $m_S$ by one and have no matrix elements within a manifold; the parallel component has the value $m_S$. Hence $\mathbf S$ is replaced by $m_S\mathbf u$:

$$\sum_{ij}S_iA_{ij}I_j\;\to\; m_S\sum_{ij}u_iA_{ij}I_j=m_S\,(A^T\mathbf u)\cdot\mathbf I. \tag{3}$$

Again separate length and direction,

$$K(\mathbf n)=|A^T\mathbf u|,\qquad \mathbf k=A^T\mathbf u/K. \tag{4}$$

Since $A$ is invertible, $K>0$. With $m$ the eigenvalue of $\mathbf k\cdot\mathbf I$, the levels are

$$E(m_S,m)=m_S\,g\mu_BB+m_S\,m\,K. \tag{5}$$

The nuclear axis $\mathbf k$ is the same in both manifolds; only the sign of the effective nuclear field changes. The microwave field is taken to act on the electron spin alone, so at this order it connects states of equal $m$. Subtracting (5) at $m_S=-1/2$ from (5) at $m_S=+1/2$ gives

$$\nu=g\mu_BB+mK. \tag{6}$$

Adjacent lines are therefore separated by $K$ in frequency at fixed field. The first-order splitting is the length of the electron quantization direction after mapping by $A^T$, or by $A$ itself when $A$ is symmetric.

The neglected terms mix the two electron manifolds with amplitude of order $A/\nu$. They also produce second-order nuclear terms of order $A^2/\nu$ that differ between the manifolds; compared with the nuclear splitting $K/2$, these too mix states with amplitude of order $A/\nu$, provided $K$ is comparable to $A$. Within the model (1), forbidden intensities are thus at most of order $(A/\nu)^2$. For the worked example below, full diagonalization with the field on $z$ or $x$ confirms the fourfold fall when $A$ is halved. This estimate does not carry over to real nuclei: a nuclear Zeeman frequency $\nu_n$ that is small against $K$ still tilts the nuclear axis differently in the two manifolds and gives forbidden intensity of order $(\nu_n/K)^2$. Adding the $^{63}$Cu nuclear Zeeman term (3.8 MHz) to the example, with the field on $x$, raises the forbidden fraction from $2.5\times10^{-4}$ to $7\times10^{-3}$, and this fraction grows when $A$ is halved.

The transposes can be tested with nonsymmetric matrices. In such a case, halving $A$ reduces the largest error of (5) from 0.00275 to 0.00069 MHz, the factor of four expected of an omitted second-order energy. At the smaller coupling, replacing $K$ by $|A\mathbf u|$ gives an error of 0.13 MHz, and replacing it by $|A^T\mathbf n|$ gives 1.17 MHz.

## Where the splitting is largest

Squaring (4) gives

$$K^2=\mathbf u^TAA^T\mathbf u=\frac{\mathbf n^TM\mathbf n}{\mathbf n^TG\mathbf n}, \tag{7}$$

$$G=gg^T,\qquad M=gAA^Tg^T. \tag{8}$$

Only $AA^T$ enters, so reversing the sign of $A$ does not alter the first-order spectrum. For symmetric $A$, the principal axes of $A$ are eigenvectors of $AA^T=A^2$. If two principal values have equal magnitude, every direction in their plane is also an eigenvector.

Because $g$ is invertible, $\mathbf u$ covers the whole unit sphere as $\mathbf n$ does. The stationary values of $K$ therefore occur when $\mathbf u$ is an eigenvector $\mathbf a$ of $AA^T$. The field must then point along

$$\mathbf n\propto (g^T)^{-1}\mathbf a. \tag{9}$$

Even the direction of largest frequency splitting is thus generally not a principal axis of $A$: the field has to be set so that the electron spin, not the field, lies along that axis. The splitting in a field sweep is $K/(\mu_B g(\mathbf n))$, whose maximum generally lies in yet another direction.

## The condition for a turning point

A continuous-wave spectrum is recorded at fixed $\nu$ while $B$ is swept. From (6),

$$B_m(\mathbf n)=\frac{\nu-mK(\mathbf n)}{\mu_B\,g(\mathbf n)}. \tag{10}$$

To differentiate this, let $q=\mathbf n^TG\mathbf n=g(\mathbf n)^2$ and $p=\mathbf n^TM\mathbf n=g(\mathbf n)^2K^2$. Then $K/g(\mathbf n)=p^{1/2}/q$, and

$$\mu_BB_m=\nu q^{-1/2}-m\,p^{1/2}q^{-1}. \tag{11}$$

Since $G$ and $M$ are symmetric, $\nabla q=2G\mathbf n$ and $\nabla p=2M\mathbf n$. The chain rule gives

$$\mu_B\nabla B_m=-\nu q^{-3/2}G\mathbf n-m\,p^{-1/2}q^{-1}M\mathbf n+2m\,p^{1/2}q^{-2}G\mathbf n.$$

Here $p^{-1/2}q^{-1}=1/(g^3K)$ and $p^{1/2}q^{-2}=K/g^3$, with $g$ the scalar $g(\mathbf n)$. Collecting terms,

$$\mu_B\nabla B_m=-\frac1{g^3}\left[(\nu-2mK)G+\frac mK M\right]\mathbf n. \tag{12}$$

On the unit sphere only tangential changes of $\mathbf n$ are allowed. The field is stationary when the gradient has no tangential part, that is, when it is parallel to $\mathbf n$:

$$\left[(\nu-2mK)G+\frac mK M\right]\mathbf n=\lambda\mathbf n. \tag{13}$$

Multiplication by $\mathbf n^T$, with $\mathbf n^TM\mathbf n=g^2K^2$, identifies $\lambda=g^2(\nu-mK)$. Equation (13) resembles an eigenvalue problem, but its matrix depends on $m$ and, through $K$, on the solution itself. The turning directions therefore generally differ from one hyperfine line to another, although some can be common to all lines, as the next section shows.

## Why the principal axes are left

Now let $g$ be symmetric with positive principal values $g_i$ and axes $\mathbf e_i$. At such an axis, $G\mathbf e_i=g_i^2\mathbf e_i$. For $m\ne0$, condition (13) then requires $M\mathbf e_i\parallel\mathbf e_i$. But

$$M\mathbf e_i=gAA^Tg\,\mathbf e_i=g_i\,g\,(AA^T\mathbf e_i). \tag{14}$$

If this is parallel to $\mathbf e_i$, applying $g^{-1}$ shows that $AA^T\mathbf e_i$ is parallel to $\mathbf e_i$ as well. The converse follows by applying $g$. Thus a principal axis of $g$ is a first-order turning point for $m\ne0$ if and only if it is also a principal axis of $AA^T$. A shared axis stays a turning point; an unshared one does not. The line $m=0$, present for integer $I$, has no first-order hyperfine term and at this order keeps all the g axes; the omitted second-order energy can still move its turning points off unshared ones.

Could the turning points lie on the axes of $A$ instead? Let $\mathbf a$ be an eigenvector of $AA^T$ but not of $G$, and let $\perp$ denote the part perpendicular to $\mathbf a$. Condition (13) becomes

$$(\nu-2mK)(G\mathbf a)_\perp+\frac mK(M\mathbf a)_\perp=0. \tag{15}$$

Since $(G\mathbf a)_\perp\ne0$, at most one value of $\nu$ can satisfy this for a given $m$. An unshared A axis can be a turning point only through such a coincidence.

Nor can the lines $m$ and $-m$ share a displaced direction. $K$ does not depend on $m$, so adding (13) for the two lines at the same $\mathbf n$ cancels the terms odd in $m$ and leaves $2\nu G\mathbf n\parallel\mathbf n$. Either equation then gives $M\mathbf n\parallel\mathbf n$. The direction is a g axis, and by (14) a shared one.

Two limits show the competition between the interactions. If $g$ is isotropic, $G$ is a multiple of the identity and $M$ is the same multiple of $AA^T$. For $m\ne0$, condition (13) then selects the axes of $AA^T$. If $\nu$ grows at fixed $A$ and fixed, distinct $g_i$, the term $\nu G$ dominates and the turning points approach the g axes.

Coincident axes do not by themselves exclude further turning points. Let the common axes have principal values $g_i$ and $A_i$. A direction in the $ij$ plane with both components nonzero satisfies (13) if the two diagonal elements of the matrix are equal:

$$(\nu-2mK)(g_i^2-g_j^2)+\frac mK(g_i^2A_i^2-g_j^2A_j^2)=0. \tag{16}$$

For sufficiently small $A$ the first term dominates and no such direction exists; a strong hyperfine anisotropy combined with a weak g anisotropy can produce one.

## Size of the displacement

Suppose the hyperfine terms are small against $\nu|g_i^2-g_j^2|$. The turning point near $\mathbf e_i$ can be written

$$\mathbf n=\mathbf e_i+\sum_{j\ne i}\delta_j\mathbf e_j+O(\delta^2). \tag{17}$$

Take component $j$ of (13). To leading order $\lambda=\nu g_i^2$ and $K=K_i$, where $K_i=\sqrt{(AA^T)_{ii}}$ is the splitting with the field on $\mathbf e_i$. Products of a hyperfine term with $\delta$ are dropped. They include $(m/K_i)M_{jj}\delta_j$, so the step requires $|m|\,g_j^2(AA^T)_{jj}/K_i\ll\nu|g_i^2-g_j^2|$, a condition on $A^2/K_i$ rather than on $A$ alone. What remains is

$$\nu g_j^2\delta_j+\frac{m}{K_i}M_{ij}=\nu g_i^2\delta_j.$$

With $M_{ij}=g_ig_j(AA^T)_{ij}$, this gives

$$\delta_j=\frac{m\,g_ig_j(AA^T)_{ij}}{K_i\,\nu\,(g_i^2-g_j^2)}. \tag{18}$$

The sign has a direct meaning. At the largest g value, $B_m$ has a minimum. For $m>0$ a larger $K$ lowers $B_m$, so the minimum moves towards increasing $K$; for $m<0$ it moves the other way. At the smallest g value the extremum is a maximum, and both senses are reversed. The formula fails as two g values approach each other, because the Zeeman term then no longer fixes a direction in their plane. It also fails when $K_i$ is small against the other hyperfine values: with the $g$ and $\nu$ of the example below, principal values $(20,90,300)$ MHz and a $5^\circ$ turn about $y$ give $K_x=33$ MHz, and for $m=+3/2$ near $x$ the estimate is $-7.6^\circ$ while the stationary direction of (10) lies at $-3.2^\circ$.

The accompanying field change needs the second-order variation of $g(\mathbf n)$. Normalization reduces the component along $\mathbf e_i$, so $n_i^2=1-\sum_j\delta_j^2$, and

$$g(\mathbf n)^2=g_i^2-\sum_{j\ne i}(g_i^2-g_j^2)\delta_j^2,$$

$$\frac1{g(\mathbf n)}=\frac1{g_i}+\sum_{j\ne i}\frac{g_i^2-g_j^2}{2g_i^3}\delta_j^2. \tag{19}$$

The term linear in $\delta_j$ is the tangential gradient (12) evaluated at the axis. There $G\mathbf e_i$ contributes nothing, so the term comes from $M$ alone. With $c_j=\nu(g_i^2-g_j^2)$ and $b_j=mM_{ij}/K_i$,

$$\mu_B\left[B_m(\mathbf n)-B_m(\mathbf e_i)\right]=\frac1{g_i^3}\sum_{j\ne i}\left(\tfrac12c_j\delta_j^2-b_j\delta_j\right). \tag{20}$$

Setting the derivative to zero gives $\delta_j=b_j/c_j$, which is (18) again. Inserting it turns each bracket into $b_j^2/(2c_j)-b_j^2/c_j=-b_j^2/(2c_j)$, hence

$$\Delta B=-\sum_{j\ne i}\frac{m^2g_i^2g_j^2(AA^T)_{ij}^2}{2\mu_B\,g_i^3K_i^2\,\nu\,(g_i^2-g_j^2)}. \tag{21}$$

The displacement is odd in $m$, but the field change is even. At leading order the lines $m$ and $-m$ move together, so their separation is unchanged while their mean field shifts. If the turning fields are read as on-axis fields, the shift appears as an error in $g$.

Ordinary second-order hyperfine shifts, absent from (10), are of order $A^2/(\nu g\mu_B)$. Equation (21) is of that order multiplied by $g^2/|g_i^2-g_j^2|$, apart from angular and spin factors. A small g anisotropy therefore enhances the turning-point shift, which is why it can be retained in a first-order treatment. The omitted energy also moves the turning direction, by an angle of order $A^2/(\nu^2|g_i^2-g_j^2|/g^2)$, smaller than (18) by a factor of order $A/\nu$.

## Worked example

Take model parameters $I=3/2$, $\nu=9500$ MHz, $g=(2.00,2.10,2.30)$ along $x,y,z$, and principal hyperfine values $(60,90,300)$ MHz. The A frame is turned by $30^\circ$ about the common $y$ axis, so that its third axis is $\mathbf a_z=(\sin30^\circ,0,\cos30^\circ)$. Then

$$(AA^T)_{xz}=(300^2-60^2)\sin30^\circ\cos30^\circ=37412\ \text{MHz}^2,$$

$$K_z=\sqrt{300^2\cos^230^\circ+60^2\sin^230^\circ}=261.53\ \text{MHz}.$$

Interchanging sine and cosine gives $K_x=158.75$ MHz. By (9), the largest splitting, 300 MHz, needs a field at an angle from $z$ whose tangent is $(2.30/2.00)\tan30^\circ$. This angle is $33.6^\circ$, not $30^\circ$. The splitting in field, $K/(\mu_B g(\mathbf n))$, is 9.69 mT there and reaches its maximum, 9.78 mT, at $42.2^\circ$.

For $m=+3/2$ near $z$, equation (18) gives

$$\delta_x=\frac{1.5\times2.30\times2.00\times37412}{261.53\times9500\times(2.30^2-2.00^2)}=0.0805,$$

or $4.6^\circ$ towards $x$, which is the side on which $K$ grows. Near $x$ the difference of squares changes sign and $K_x$ replaces $K_z$, giving $-7.6^\circ$, away from $z$. The table compares the estimate with the solution of (13) and with full diagonalization of (1). Positive angles run from $z$ towards $x$ in the first two rows and from $x$ towards $z$ in the last two.

| Axis, $m$ | Estimate (deg) | Eq. (13) (deg) | Full (deg) |
|---|---:|---:|---:|
| $z,+3/2$ | 4.6 | 4.3 | 4.1 |
| $z,-3/2$ | −4.6 | −5.0 | −5.2 |
| $x,+3/2$ | −7.6 | −7.9 | −7.9 |
| $x,-3/2$ | 7.6 | 7.0 | 7.1 |

The displacements survive full diagonalization, so they are not products of the first-order approximation. The estimate is odd in $m$, whereas the solutions of (13) are not quite so at this coupling strength. In a test with $A$ reduced to one hundredth, (18) and (21) both agree with (13) to within 1 per cent.

The $y$ axis is the exception. A rotation by $180^\circ$ about $y$ leaves $g$, $A$ and the $y$ axis unchanged but reverses every tangent direction at $y$. The tangential gradient must equal its own negative and so vanishes, for the full Hamiltonian as well; the diagonalization confirms this for all four lines. A search of (13) from 60 random starting directions per line finds three turning directions for each $m$, counting $\mathbf n$ and $-\mathbf n$ as one. When the A frame is instead turned so that no axis is shared, with $A$ halved, all three leave the g axes for $m=\pm3/2$.

The fields show what a displaced turning point does to a reading of the spectrum. Near $x$, equation (21) estimates a change of $+0.96$ mT for $m=\pm3/2$. The first-order fields are 330.87 and 347.88 mT on the axis, but 331.89 and 348.77 mT at the turning points. The mean of the pair rises from 339.38 to 340.33 mT. Interpreting the latter as an on-axis field would give

$$g_{\rm apparent}=\frac{9500}{13.996\times340.33}=1.994$$

instead of 2.000. Full diagonalization gives changes of 1.00 and 0.92 mT from axis to turning point. The second-order shifts omitted on the $x$ axis itself are $-0.27$ and $-0.26$ mT for these two lines, so here they are smaller than the turning-point effect but not negligible for accurate fitting. They partly offset it: the mean of the two fully diagonalized turning fields, 340.07 mT, would give an apparent g of 1.996.

## The edge of the powder spectrum

Let $B_0$ be the lowest value of $B_m$, reached at a single direction and its opposite. Let $\mathbf x$ be the two tangential coordinates at that direction, and $Q$ the matrix of second derivatives there. Nearby, $B_m=B_0+\tfrac12\mathbf x^TQ\mathbf x$. Orientations resonating below $B_0+\varepsilon$ fill an ellipse of area $2\pi\varepsilon/\sqrt{\det Q}$. The opposite field direction contributes an equal area. Dividing the sum by the area $4\pi$ of the sphere gives the fraction

$$F(\varepsilon)=\frac{\varepsilon}{\sqrt{\det Q}}. \tag{22}$$

The density of orientations per unit field therefore jumps from zero to $1/\sqrt{\det Q}$ at $B_0$. With a nonzero, smoothly varying transition probability, the absorption of that line has a step at the same field, and the field-derivative signal has a peak there, broadened by the linewidth.

For $m=+3/2$ in the example, the first-order edge lies at 282.71 mT, whereas the field on the $z$ axis is 282.92 mT. The step height from (22) is 0.0152 per mT, in agreement with a count over a grid of orientations. Over the 0.22 mT between edge and axis field this amounts to $0.0152\times0.22=0.0033$, and the grid count indeed places 0.33 per cent of all orientations below the axis field. The $z$ axis lies inside the absorption band, and the edge belongs to the displaced direction. Symmetric broadening does not by itself move the derivative peak to the axis field: as long as the density above the step is nearly constant over the linewidth, the peak widens but stays close to the displaced edge. The remaining fields and angles are listed in the numerical output.

## Computed results

```
Bohr magneton / h = 13.99624 MHz/mT
frequency = 9500 MHz, I = 1.5
principal g (x, y, z) = [2.  2.1 2.3]
principal A (x, y, z) = [ 60.  90. 300.] MHz
tilt of A frame about y = 30.0 deg
(A A^T)_xz = 37412.3 MHz^2
K with field on x = 158.75 MHz
K with field on y = 90.00 MHz
K with field on z = 261.53 MHz
largest K = 300.00 MHz
field angle of largest K, from z to x = 33.58 deg
forbidden intensity, field on z = 0.00003
level test, A scale 0.04 and 0.02, largest error = 0.00275, 0.00069 MHz
same at 0.02 with |A u|, |A^T n| = 0.1320, 1.1719 MHz
turning directions for m = 3/2, 1/2, -1/2, -3/2: [3, 3, 3, 3]
angles: near z towards x; near x towards z
z, m=+1.5: angle estimate 4.61, first order 4.29, full 4.13 deg
  B first order: axis 282.924, turning 282.707, estimated change -0.233 mT
  B full: axis 282.832, turning 282.632 mT
z, m=+0.5: angle estimate 1.54, first order 1.50, full 1.47 deg
  B first order: axis 291.048, turning 291.023, estimated change -0.026 mT
  B full: axis 291.003, turning 290.979 mT
z, m=-0.5: angle estimate -1.54, first order -1.58, full -1.61 deg
  B first order: axis 299.172, turning 299.146, estimated change -0.026 mT
  B full: axis 299.127, turning 299.100 mT
z, m=-1.5: angle estimate -4.61, first order -5.03, full -5.24 deg
  B first order: axis 307.297, turning 307.043, estimated change -0.233 mT
  B full: axis 307.206, turning 306.931 mT
x, m=+1.5: angle estimate -7.60, first order -7.94, full -7.94 deg
  B first order: axis 330.870, turning 331.886, estimated change 0.964 mT
  B full: axis 330.604, turning 331.600 mT
x, m=+0.5: angle estimate -2.53, first order -2.59, full -2.49 deg
  B first order: axis 336.541, turning 336.651, estimated change 0.107 mT
  B full: axis 336.447, turning 336.549 mT
x, m=-0.5: angle estimate 2.53, first order 2.47, full 2.54 deg
  B first order: axis 342.212, turning 342.316, estimated change 0.107 mT
  B full: axis 342.116, turning 342.227 mT
x, m=-1.5: angle estimate 7.60, first order 6.95, full 7.12 deg
  B first order: axis 347.883, turning 348.767, estimated change 0.964 mT
  B full: axis 347.620, turning 348.540 mT
m=+1.5 orientations below z-axis field = 0.330 %
m=+1.5 edge height: grid 0.01522, formula 0.01521 per mT
```
